**NMTO for a downfolded two-level matrix: error order of the eigenvalue**

The program downfolds H = [[a, v], [v, b]] to orbital 1 and builds the Nth-order muffin-tin orbital for N = 0, 1, 2 from the kink function K(E) and the Green function G(E) = −1/K(E) on an energy mesh ε_n. The result under test is that the Rayleigh quotient exceeds the lower eigenvalue E₋ by Δw/(1+w), where w = t²q², Δ = E₊ − E₋, t² = (a − E₋)/(E₊ − a) and q is the product of (E₋ − ε_n)/(E₊ − ε_n) over the mesh. For two parameter sets it asserts that the orbital agrees with a product of resolvents acting on orbital 1, and that the energy and orbital errors agree with the closed forms, using eigenvectors from numerical diagonalization. It also asserts that the energy error has order 2N+2, and the orbital and mean-energy errors order N+1, when all mesh distances from E₋ shrink together. The output shows energy errors of 6.8×10⁻⁴, 5.7×10⁻⁶ and 3.5×10⁻⁷ hartree for N = 0, 1, 2, and measured orders of 2.002, 4.000 and 6.005. A mesh that collapses onto a point 0.05 hartree above the level leaves a finite error, as the formula predicts. The same construction with a mesh near E₊ gives the upper level.

## Program and output

```python
"""
Nth-order muffin-tin orbital (NMTO) of a two-level matrix model.
H = [[a, v], [v, b]]; orbital 1 is kept, orbital 2 is downfolded.
psi(E) = (1, v/(E-b)) is the energy-dependent orbital, K(E) its kink,
G(E) = -1/K(E) the Green function of orbital 1.
chi = sum_n L_n psi(e_n) is the NMTO on the mesh e_0..e_N.
Result under test, with gap D = Ehigh - Elow:
  Rayleigh quotient of chi - Elow = D w/(1+w),  w = t2*q^2,
  q = prod_n (Elow-e_n)/(Ehigh-e_n),  t2 = (a-Elow)/(Ehigh-a),
so the energy error has order 2N+2 in the distances of the mesh from Elow.
Energies are in hartree; high precision is used to resolve small errors.
"""
from mpmath import mp, mpf, matrix
from scipy.constants import physical_constants

mp.dps = 60
HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]


def hamiltonian(a, b, v):
    return matrix([[a, v], [v, b]])


def kink(E, a, b, v):
    return a - E - v**2 / (b - E)


def psi(E, b, v):
    return matrix([mpf(1), v / (E - b)])


def dot(x, y):
    return x[0] * y[0] + x[1] * y[1]


def rayleigh(H, x):
    return dot(x, H * x) / dot(x, x)


def nmto(a, b, v, mesh):
    """Weights, orbital and mean energy from Green-function values."""
    raw = []
    for n, e in enumerate(mesh):
        den = mpf(1)
        for m, other in enumerate(mesh):
            if m != n:
                den *= e - other
        raw.append(-1 / kink(e, a, b, v) / den)
    total = sum(raw)
    L = [r / total for r in raw]
    chi = matrix([mpf(0), mpf(0)])
    for weight, e in zip(L, mesh):
        chi += weight * psi(e, b, v)
    return L, chi, sum(w * e for w, e in zip(L, mesh))


def diagonalize(H):
    vals, vecs = mp.eigsy(H)
    order = sorted(range(2), key=lambda i: vals[i])
    return ([vals[i] for i in order],
            [matrix([vecs[0, i], vecs[1, i]]) for i in order])


def ratio_product(mesh, target, other):
    q = mpf(1)
    for e in mesh:
        q *= (target - e) / (other - e)
    return q


def close(x, y, tol=mpf(10)**-30):
    return abs(x - y) <= tol * max(abs(x), abs(y), mpf(10)**-15)


main = (mpf(0), mpf("0.4"), mpf("0.15"))
second = (mpf("0.13"), mpf("0.71"), mpf("-0.22"))
offsets = [mpf("0.05"), mpf("-0.05"), mpf("0.10")]

# Tests of the construction on two different parameter sets
for a, b, v in (main, second):
    H = hamiltonian(a, b, v)
    (low, high), (vlow, vhigh) = diagonalize(H)
    gap = high - low
    t2 = (a - low) / (high - a)
    assert close(t2, (vhigh[0] / vlow[0])**2)
    assert abs(kink(low, a, b, v)) < mpf(10)**-45
    assert abs(kink(high, a, b, v)) < mpf(10)**-45
    points = [low + x for x in offsets]
    for e in points:
        residual = H * psi(e, b, v) - e * psi(e, b, v)
        assert close(residual[0], kink(e, a, b, v))
        assert abs(residual[1]) < mpf(10)**-45
        column = mp.lu_solve(e * mp.eye(2) - H, matrix([1, 0]))
        assert close(column[0], -1 / kink(e, a, b, v))
        assert close(column[1], psi(e, b, v)[1] * column[0])
    previous = None
    for N in range(3):
        mesh = points[:N + 1]
        L, chi, mean = nmto(a, b, v, mesh)
        # orbital against a product of resolvents acting on orbital 1
        x = matrix([mpf(1), mpf(0)])
        for e in mesh:
            x = mp.lu_solve(e * mp.eye(2) - H, x)
        assert close(chi[1], x[1] / x[0])
        # amplitude ratio and energy error against the closed forms
        q = ratio_product(mesh, low, high)
        amp = abs(dot(vhigh, chi) / dot(vlow, chi))
        assert close(amp, mp.sqrt(t2) * abs(q))
        w = t2 * q**2
        assert close(rayleigh(H, chi) - low, gap * w / (1 + w))
        if N > 0:
            s = t2 * q
            assert close(mean - low, gap * s / (1 + s))
            left = H * chi - mesh[-1] * chi
            right = (mean - mesh[-1]) * previous
            assert close(left[0], right[0]) and close(left[1], right[1])
        # norm and energy from the kink function alone
        norm = mpf(0)
        energy = mpf(0)
        for n, en in enumerate(mesh):
            for m, em in enumerate(mesh):
                kn, km = kink(en, a, b, v), kink(em, a, b, v)
                if n == m:
                    o = -mp.diff(lambda E: kink(E, a, b, v), en)
                else:
                    o = -(kn - km) / (en - em)
                norm += L[n] * L[m] * o
                energy += L[n] * L[m] * (em * o + km)
        # looser tolerance: the derivative is a finite difference
        assert close(norm, dot(chi, chi), mpf(10)**-15)
        assert close(energy, dot(chi, H * chi), mpf(10)**-15)
        previous = chi

# Worked example
a, b, v = main
H = hamiltonian(a, b, v)
(low, high), (vlow, vhigh) = diagonalize(H)
gap = high - low
t2 = (a - low) / (high - a)
points = [low + x for x in offsets]


def errors(N, h):
    """Energy error, orbital error, mean-energy error at mesh scale h."""
    mesh = [low + h * x for x in offsets[:N + 1]]
    L, chi, mean = nmto(a, b, v, mesh)
    return (rayleigh(H, chi) - low,
            abs(dot(vhigh, chi) / dot(vlow, chi)), abs(mean - low))


def slopes(N, h):
    return [mp.log(x / y, 2) for x, y in zip(errors(N, h), errors(N, h / 2))]


print(f"a, b, v (hartree): {float(a):.2f} {float(b):.2f} {float(v):.2f}")
print(f"exact Elow, Ehigh, gap (hartree): {float(low):.6f} "
      f"{float(high):.6f} {float(gap):.6f}")
print(f"t2 (dimensionless): {float(t2):.8f}")
print(f"exact lower state, component 2 / component 1: "
      f"{float(vlow[1] / vlow[0]):.8f}")
print(f"error of bare orbital 1 (hartree): {float(a - low):.6f}")
for n, e in enumerate(points):
    k = kink(e, a, b, v)
    print(f"mesh point {n}: e={float(e):.4f} hartree, K={float(k):.8f} "
          f"hartree, G={float(-1 / k):.6f} 1/hartree, "
          f"psi_2={float(psi(e, b, v)[1]):.8f}")
for N in range(3):
    mesh = points[:N + 1]
    L, chi, mean = nmto(a, b, v, mesh)
    E = rayleigh(H, chi)
    print(f"N={N} weights L_n: " + " ".join(f"{float(w):.8f}" for w in L))
    print(f"N={N} chi_2={float(chi[1]):.8f}, norm={float(dot(chi, chi)):.8f}"
          f", <chi|H|chi>={float(dot(chi, H * chi)):.10f} hartree")
    print(f"N={N} q={float(ratio_product(mesh, low, high)):.8f}, "
          f"orbital error |t q|={float(errors(N, mpf(1))[1]):.6e}")
    print(f"N={N} energy={float(E):.10f} hartree, error="
          f"{float(E - low):.6e} hartree = "
          f"{float(E - low) * HARTREE_MEV:.5f} meV")
    print(f"N={N} mean energy={float(mean):.8f} hartree, "
          f"error={float(mean - low):.6e} hartree")

# Error orders: halve all distances of the mesh from the eigenvalue
fine = mpf(1) / 64
for N in range(3):
    coarse_s, fine_s = slopes(N, mpf(1)), slopes(N, fine)
    # the slope still carries a correction proportional to the scale h
    assert abs(fine_s[0] - (2 * N + 2)) < 0.01
    assert abs(fine_s[1] - (N + 1)) < 0.01
    assert abs(fine_s[2] - (N + 1)) < 0.01
    lead = t2 / gap**(2 * N + 1)
    for x in offsets[:N + 1]:
        lead *= x**2
    tiny = mpf(1) / 1024
    measured = errors(N, tiny)[0] / tiny**(2 * N + 2)
    assert abs(measured / lead - 1) < 1e-3
    print(f"N={N} energy error at h=1, 1/2, 1/4 (hartree): " + " ".join(
        f"{float(errors(N, mpf(1) / 2**j)[0]):.4e}" for j in range(3)))
    print(f"N={N} energy order, h 1->1/2: {float(coarse_s[0]):.4f}; "
          f"h 1/64->1/128: {float(fine_s[0]):.4f}")
    print(f"N={N} h 1/64->1/128: orbital order {float(fine_s[1]):.4f}, "
          f"mean-energy order {float(fine_s[2]):.4f}")
    print(f"N={N} leading coefficient (hartree): predicted "
          f"{float(lead):.6e}, measured at h=1/1024 {float(measured):.6e}")

# Mesh collapsing on a centre that is not the eigenvalue
shift, spacing = mpf("0.05"), mpf(10)**-8
for N in range(3):
    mesh = [low + shift + n * spacing for n in range(N + 1)]
    err = rayleigh(H, nmto(a, b, v, mesh)[1]) - low
    w = t2 * (shift / (gap - shift))**(2 * N + 2)
    # the remaining mesh spacing limits the agreement
    assert abs(err / (gap * w / (1 + w)) - 1) < 1e-5
    print(f"N={N} collapsed mesh {float(shift):.2f} hartree above Elow: "
          f"error={float(err):.6e} hartree")

# A mesh point approaching the eigenvalue makes the result exact
near = [low + mpf(10)**-12, points[1], points[2]]
assert abs(rayleigh(H, nmto(a, b, v, near)[1]) - low) < mpf(10)**-24

# The same construction around the upper level
up_offsets = [mpf("0.02"), mpf("-0.02"), mpf("0.04")]
up_mesh = [high + x for x in up_offsets]
up_energy = rayleigh(H, nmto(a, b, v, up_mesh)[1])
w = ratio_product(up_mesh, high, low)**2 / t2
assert close(high - up_energy, gap * w / (1 + w))
print("upper-level mesh (hartree): "
      + " ".join(f"{float(e):.4f}" for e in up_mesh))
print(f"upper level, N=2: energy={float(up_energy):.10f} hartree, "
      f"error={float(up_energy - high):.6e} hartree")

print("all good")
```

Running it gives:

```
a, b, v (hartree): 0.00 0.40 0.15
exact Elow, Ehigh, gap (hartree): -0.050000 0.450000 0.500000
t2 (dimensionless): 0.11111111
exact lower state, component 2 / component 1: -0.33333333
error of bare orbital 1 (hartree): 0.050000
mesh point 0: e=-0.0000 hartree, K=-0.05625000 hartree, G=17.777778 1/hartree, psi_2=-0.37500000
mesh point 1: e=-0.1000 hartree, K=0.05500000 hartree, G=-18.181818 1/hartree, psi_2=-0.30000000
mesh point 2: e=0.0500 hartree, K=-0.11428571 hartree, G=8.750000 1/hartree, psi_2=-0.42857143
N=0 weights L_n: 1.00000000
N=0 chi_2=-0.37500000, norm=1.14062500, <chi|H|chi>=-0.0562500000 hartree
N=0 q=-0.11111111, orbital error |t q|=3.703704e-02
N=0 energy=-0.0493150685 hartree, error=6.849315e-04 hartree = 18.63794 meV
N=0 mean energy=-0.00000000 hartree, error=5.000000e-02 hartree
N=1 weights L_n: 0.49438202 0.50561798
N=1 chi_2=-0.33707865, norm=1.11362202, <chi|H|chi>=-0.0556747885 hartree
N=1 q=-0.01010101, orbital error |t q|=3.367003e-03
N=1 energy=-0.0499943317 hartree, error=5.668292e-06 hartree = 0.15424 meV
N=1 mean energy=-0.05056180 hartree, error=-5.617978e-04 hartree
N=2 weights L_n: 0.98737728 0.33660589 -0.32398317
N=2 chi_2=-0.33239832, norm=1.11048864, <chi|H|chi>=-0.0555240386 hartree
N=2 q=0.00252525, orbital error |t q|=8.417508e-04
N=2 energy=-0.0499996457 hartree, error=3.542720e-07 hartree = 0.00964 meV
N=2 mean energy=-0.04985975 hartree, error=1.402525e-04 hartree
N=0 energy error at h=1, 1/2, 1/4 (hartree): 6.8493e-04 1.5385e-04 3.6523e-05
N=0 energy order, h 1->1/2: 2.1545; h 1/64->1/128: 2.0023
N=0 h 1/64->1/128: orbital order 1.0011, mean-energy order 1.0000
N=0 leading coefficient (hartree): predicted 5.555556e-04, measured at h=1/1024 5.556641e-04
N=1 energy error at h=1, 1/2, 1/4 (hartree): 5.6683e-06 3.4896e-07 2.1729e-08
N=1 energy order, h 1->1/2: 4.0218; h 1/64->1/128: 4.0000
N=1 h 1/64->1/128: orbital order 2.0000, mean-energy order 2.0000
N=1 leading coefficient (hartree): predicted 5.555556e-06, measured at h=1/1024 5.555556e-06
N=2 energy error at h=1, 1/2, 1/4 (hartree): 3.5427e-07 4.3082e-09 6.0190e-11
N=2 energy order, h 1->1/2: 6.3616; h 1/64->1/128: 6.0045
N=2 h 1/64->1/128: orbital order 3.0023, mean-energy order 3.0023
N=2 leading coefficient (hartree): predicted 2.222222e-07, measured at h=1/1024 2.223091e-07
N=0 collapsed mesh 0.05 hartree above Elow: error=6.849315e-04 hartree
N=1 collapsed mesh 0.05 hartree above Elow: error=8.467404e-06 hartree
N=2 collapsed mesh 0.05 hartree above Elow: error=1.045377e-07 hartree
upper-level mesh (hartree): 0.4700 0.4300 0.4900
upper level, N=2: energy=0.4499999366 hartree, error=-6.341263e-08 hartree
all good
```
